\section*{Source-Free Exchange-Correlation Magnetic Fields and the Zero-Torque Theorem}

\section{Definitions and conventions}

Hartree atomic units are used. The Kohn--Sham electrons are described by two-component spinors $\psi_j$ with occupations $f_j$ and the Hamiltonian
\begin{equation}
H=-\tfrac12\nabla^2+v(\mathbf r,t)+\boldsymbol\sigma\cdot\mathbf B_s(\mathbf r,t),\qquad \mathbf B_s=\mathbf B_{\rm ext}+\mathbf B_{xc}.
\end{equation}
There is no spin-orbit coupling and no orbital coupling to a vector potential. The densities are
\begin{equation}
n=\sum_j f_j\psi_j^\dagger\psi_j,\qquad \mathbf m=\sum_j f_j\psi_j^\dagger\boldsymbol\sigma\psi_j .
\end{equation}
Thus $\mathbf m$ is twice the spin density in units of $\hbar$, and $\mathbf B$ is a coupling energy in hartree. For an adiabatic functional $\mathbf B_{xc}=\delta E_{xc}[n,\mathbf m]/\delta\mathbf m$.

Fields are smooth and periodic in a cubic cell of side $L$ and volume $V$. Integrals extend over the cell, $\|\mathbf F\|^2=\int|\mathbf F|^2d^3r$, and $\mathbf M=\int\mathbf m\,d^3r$. The local torque density and net torque of a field $\mathbf B$ are defined as
\begin{equation}
\boldsymbol\tau=\mathbf m\times\mathbf B,\qquad \mathbf T=\int\boldsymbol\tau\,d^3r .
\end{equation}

Spin density functional theory does not itself require $\nabla\cdot\mathbf B_{xc}=0$: $\mathbf B_{xc}$ is the variable conjugate to $\mathbf m$, not a field obeying Maxwell's equations. Removing its divergence is an additional modelling condition, whose compatibility with other conditions has to be examined.

\section{Spin balance and the zero-torque theorem}

For one spinor, $i\partial_t\psi=H\psi$ gives
\begin{equation}
\partial_t(\psi^\dagger\sigma_a\psi)=2\,\mathrm{Im}(\psi^\dagger\sigma_aH\psi).
\end{equation}
The scalar potential drops out because $\psi^\dagger\sigma_a\psi$ is real. In the kinetic term, $\nabla\psi^\dagger\cdot\sigma_a\nabla\psi$ is also real, so
\begin{equation}
-\mathrm{Im}(\psi^\dagger\sigma_a\nabla^2\psi)=-\nabla\cdot\mathrm{Im}(\psi^\dagger\sigma_a\nabla\psi).
\end{equation}
For the magnetic term use $\sigma_a\sigma_b=\delta_{ab}+i\varepsilon_{abc}\sigma_c$. Its contribution is $2\varepsilon_{abc}B_{s,b}\,\psi^\dagger\sigma_c\psi$. Summing over orbitals,
\begin{equation}
\partial_t m_a+\partial_iJ_{ia}=2(\mathbf B_s\times\mathbf m)_a,\qquad
J_{ia}=\sum_jf_j\,\mathrm{Im}(\psi_j^\dagger\sigma_a\partial_i\psi_j).
\label{balance}
\end{equation}
The current term integrates to zero over a periodic cell. Hence the Kohn--Sham moment obeys $\dot{\mathbf M}=2\int(\mathbf B_{\rm ext}+\mathbf B_{xc})\times\mathbf m$. In the interacting system the Coulomb interaction commutes with total spin, so $\dot{\mathbf M}=2\int\mathbf B_{\rm ext}\times\mathbf m$. If both systems have the same $\mathbf m$ at all times, subtraction gives the zero-torque theorem,
\begin{equation}
\int\mathbf m\times\mathbf B_{xc}\,d^3r=0 .
\label{ztt}
\end{equation}
It constrains the integral; the local exchange-correlation torque may be nonzero.

An adiabatic functional obeys \eqref{ztt} if its energy is unchanged by a rigid rotation of all spins. With $\delta\mathbf m=\boldsymbol\omega\times\mathbf m$,
\begin{equation}
0=\delta E_{xc}=\int\mathbf B_{xc}\cdot(\boldsymbol\omega\times\mathbf m)\,d^3r
=\boldsymbol\omega\cdot\int\mathbf m\times\mathbf B_{xc}\,d^3r .
\end{equation}
Local exchange is an example. With $n_\pm=(n\pm|\mathbf m|)/2$,
\begin{equation}
E_x=-\frac34\left(\frac6\pi\right)^{1/3}\int\left(n_+^{4/3}+n_-^{4/3}\right)d^3r .
\end{equation}
Since $\partial n_\pm/\partial\mathbf m=\pm\mathbf m/(2|\mathbf m|)$,
\begin{equation}
\mathbf B=\frac{v_+-v_-}{2|\mathbf m|}\mathbf m,\qquad
v_\pm=-\left(\frac{6n_\pm}{\pi}\right)^{1/3}.
\label{local}
\end{equation}
This field is parallel to $\mathbf m$ at each point, so even its local torque vanishes.

\section{The Poisson projection}

Solve for a periodic scalar $\phi$ and subtract its gradient:
\begin{equation}
\nabla^2\phi=\nabla\cdot\mathbf B,\qquad \mathbf B'=\mathbf B-\nabla\phi\equiv P\mathbf B .
\label{poisson}
\end{equation}
The equation is solvable because the divergence of a periodic field has zero cell average. The free constant in $\phi$ does not affect $\mathbf B'$. Taking the divergence gives $\nabla\cdot\mathbf B'=0$. For Fourier coefficients with $\mathbf G\ne0$, the equation reads $-G^2\phi_{\mathbf G}=i\mathbf G\cdot\mathbf B_{\mathbf G}$, so
\begin{equation}
\phi_{\mathbf G}=-\frac{i\mathbf G\cdot\mathbf B_{\mathbf G}}{G^2},\qquad
\mathbf B'_{\mathbf G}=\mathbf B_{\mathbf G}-\frac{\mathbf G(\mathbf G\cdot\mathbf B_{\mathbf G})}{G^2}.
\end{equation}
The uniform component $\mathbf B_0$ has neither divergence nor curl and is retained. This choice matters for torque: discarding $\mathbf B_0$ would change $\mathbf T$ by $-\mathbf M\times\mathbf B_0$.

For any source-free $\mathbf C$, integration by parts gives $\int\mathbf C\cdot\nabla\phi=-\int\phi\nabla\cdot\mathbf C=0$. Therefore
\begin{equation}
\|\mathbf B-\mathbf C\|^2=\|\mathbf B'-\mathbf C\|^2+\|\nabla\phi\|^2,
\end{equation}
and $\mathbf C=\mathbf B'$ is the nearest source-free field. The operator $P$ is an orthogonal projection: $P^2=P$ and $\int\mathbf F\cdot P\mathbf K=\int(P\mathbf F)\cdot\mathbf K$.

\subsection{Discrete operators and solver error}

On a grid the Laplacian must be the product of the divergence and gradient actually applied. Suppose both are central differences with spacing $h$, but $\phi$ comes from the seven-point Laplacian. For a mode $\mathbf k$ put $s_i=\sin(k_ih/2)$. The product of central differences has the symbol $-\sum_i\sin^2(k_ih)/h^2=-4\sum_is_i^2(1-s_i^2)/h^2$, while the seven-point symbol is $-4\sum_is_i^2/h^2$. The fraction of divergence left is
\begin{equation}
1-\frac{\sum_is_i^2(1-s_i^2)}{\sum_is_i^2}=\frac{\sum_is_i^4}{\sum_is_i^2}
\simeq\frac{h^2}{4}\frac{\sum_ik_i^4}{k^2}\quad(kh\ll1).
\end{equation}
Solving the seven-point equation more accurately does not remove this residue. Fourier derivatives on an odd grid avoid the mismatch and have no unpaired highest mode.

An incompletely converged solver leaves an error $\delta\phi$ and a residual divergence $r=-\nabla^2\delta\phi$. With exact or Fourier derivatives each nonzero wavevector has length at least $2\pi/L$, so $\|\nabla\delta\phi\|\le(L/2\pi)\|r\|$. The resulting torque error satisfies
\begin{equation}
|\delta\mathbf T|=\left|\int\mathbf m\times\nabla\delta\phi\,d^3r\right|
\le\frac{L}{2\pi}\|\mathbf m\|\,\|r\| .
\end{equation}
This converts a required torque accuracy into a stopping criterion. For difference operators $2\pi/L$ must be replaced by the smallest nonzero magnitude of the discrete gradient symbol. For matched central differences on an odd grid of $N$ points this is $\sin(\pi/N)/h\simeq\pi/L$, reached by the highest mode, so the constant in both bounds is about twice as large.

\section{Torque created by the projection}

If the original field is locally parallel to $\mathbf m$, the projected field has
\begin{equation}
\boldsymbol\tau=\mathbf m\times(\mathbf B-\nabla\phi)=-\mathbf m\times\nabla\phi=\nabla\phi\times\mathbf m .
\end{equation}
The identity $\nabla\times(\phi\mathbf m)=\nabla\phi\times\mathbf m+\phi\nabla\times\mathbf m$, whose left side integrates to zero, gives
\begin{equation}
\mathbf T=-\int\phi\,\nabla\times\mathbf m\,d^3r .
\label{torque}
\end{equation}
The projection therefore supplies a local torque that the local functional lacked, but generally also a forbidden net torque. The net torque vanishes if $\mathbf B$ was already source-free or if $\mathbf m$ is curl-free. These are sufficient conditions, not necessary ones.

\subsection{Weak polarization}

For nearly uniform density and $|\mathbf m|\ll n$, expansion of \eqref{local} gives $\mathbf B\simeq b\mathbf m$ with $b=-\frac13(3/\pi)^{1/3}n^{-2/3}$. Take $b$ constant and $\mathbf m=(a_x,a_y,0)\cos qx$, with $q$ a nonzero reciprocal-lattice wavenumber. The removed part is $ba_x\cos(qx)\,\hat{\mathbf x}$. Since $\hat{\mathbf y}\times\hat{\mathbf x}=-\hat{\mathbf z}$,
\begin{equation}
\mathbf T=-ba_xa_y(\hat{\mathbf y}\times\hat{\mathbf x})\int\cos^2(qx)\,d^3r=\frac{V}{2}\,b\,a_xa_y\hat{\mathbf z}.
\label{wave}
\end{equation}
In this limit $P\mathbf B=bP\mathbf m$ is the derivative of $E'=\frac b2\int\mathbf m\cdot P\mathbf m$. An infinitesimal rigid spin rotation $\delta\mathbf m=\boldsymbol\omega\times\mathbf m$ changes this energy by $\boldsymbol\omega\cdot\mathbf T$. The projection has tied spin directions to wavevectors, hence to directions in space, and has produced an anisotropy without spin-orbit coupling.

\subsection{Symmetry and stationary states}

Let a rotation $R$ acting on space and spin together leave the texture unchanged: $n(R\mathbf r)=n(\mathbf r)$ and $\mathbf m(R\mathbf r)=R\mathbf m(\mathbf r)$. The local field and its projection transform in the same way, so $\boldsymbol\tau(R\mathbf r)=R\boldsymbol\tau(\mathbf r)$ and $\mathbf T=R\mathbf T$. One twofold axis confines $\mathbf T$ to that axis; two perpendicular axes force $\mathbf T=0$. A vanishing net torque in such a texture is a consequence of symmetry and does not establish \eqref{ztt} for the functional.

Stationary states conceal the violation for another reason. In an eigenstate of $H$, or an occupation-weighted sum of eigenstates, $\dot{\mathbf M}=0$, and \eqref{balance} gives $\int\mathbf m\times\mathbf B_s=0$ for whatever static field stands in $H$. A self-consistent state without external field thus has zero net torque even when the approximation violates the theorem for other $\mathbf m$. With an external field, stationarity gives $\int\mathbf m\times\mathbf B'=-\int\mathbf m\times\mathbf B_{\rm ext}$, which need not vanish. Away from stationarity and without external field,
\begin{equation}
\dot{\mathbf M}=-2\mathbf T .
\label{drift}
\end{equation}

\section{Restoring the theorem}

A uniform field $\mathbf c$ is source-free and changes the torque to $\mathbf T+\mathbf M\times\mathbf c$. The change is perpendicular to $\mathbf M$. For $M\ne0$ the best choice is $\mathbf c=\mathbf M\times\mathbf T/M^2$, because
\begin{equation}
\mathbf T+\mathbf M\times\frac{\mathbf M\times\mathbf T}{M^2}
=\frac{\mathbf M(\mathbf M\cdot\mathbf T)}{M^2}.
\label{shift}
\end{equation}
The component along $\mathbf M$ remains. If $M=0$, a uniform field has no effect on the net torque.

Now seek the source-free correction $\delta\mathbf B$ of smallest norm with $\int\mathbf m\times\delta\mathbf B=-\mathbf T$. Try
\begin{equation}
\delta\mathbf B=P(\boldsymbol\lambda\times\mathbf m).
\end{equation}
For a Cartesian unit vector, $\mathbf e_i\cdot(\mathbf m\times\delta\mathbf B)=(\mathbf e_i\times\mathbf m)\cdot\delta\mathbf B$. The constraint becomes
\begin{equation}
\sum_jG_{ij}\lambda_j=-T_i,\qquad
G_{ij}=\int(\mathbf e_i\times\mathbf m)\cdot P(\mathbf e_j\times\mathbf m)\,d^3r .
\label{gram}
\end{equation}
Any other admissible correction is $\delta\mathbf B+\boldsymbol\eta$, with $\boldsymbol\eta$ source-free and $\int\mathbf m\times\boldsymbol\eta=0$. Then
\begin{equation}
\int\delta\mathbf B\cdot\boldsymbol\eta=\int(\boldsymbol\lambda\times\mathbf m)\cdot P\boldsymbol\eta
=\boldsymbol\lambda\cdot\int\mathbf m\times\boldsymbol\eta=0,
\end{equation}
so adding $\boldsymbol\eta$ can only increase the norm.

The matrix is positive semidefinite, since $\boldsymbol\lambda^TG\boldsymbol\lambda=\|P(\boldsymbol\lambda\times\mathbf m)\|^2$. If a vector $\boldsymbol\mu$ makes this zero, then $\boldsymbol\mu\cdot\mathbf T=\int(\boldsymbol\mu\times\mathbf m)\cdot\mathbf B'=\int P(\boldsymbol\mu\times\mathbf m)\cdot\mathbf B'=0$. The right side of \eqref{gram} is therefore compatible even when $G$ is singular. A pseudoinverse then gives a unique field although $\boldsymbol\lambda$ is not unique. Collinear magnetization is an example: rotation about its axis leaves $\mathbf m$ unchanged. For nonsingular $G$,
\begin{equation}
\|\delta\mathbf B\|^2=\mathbf T^TG^{-1}\mathbf T\le\frac{|\mathbf T|^2}{g_{\min}},
\end{equation}
where $g_{\min}$ is its smallest eigenvalue. A small $g_{\min}$ warns that torque errors may be strongly amplified.

The repair is generally not continuous where $G$ loses rank. Take $\mathbf m=m_0\hat{\mathbf z}+\epsilon\mathbf u$. The torque along $\hat{\mathbf z}$ is generally of order $\epsilon$ and $g_{\min}$ of order $\epsilon^2$, so $\lambda_z$ grows as $1/\epsilon$ and the term $\epsilon\lambda_zP(\hat{\mathbf z}\times\mathbf u)$ stays finite as $\epsilon\to0$. Its limit depends on the shape of $\mathbf u$, and it is absent from the pseudoinverse solution at $\epsilon=0$. The repaired field therefore generally jumps at collinear magnetization, although $\mathbf B'$ does not.

The algorithm at each evaluation is:
\begin{enumerate}
\item Form $\mathbf B$ from $n$ and $\mathbf m$, solve \eqref{poisson}, and obtain $\mathbf B'$.
\item Compute $\boldsymbol\tau=\mathbf m\times\mathbf B'$ and its integral $\mathbf T$.
\item Project the three fields $\mathbf e_i\times\mathbf m$, form $G$, and solve \eqref{gram}.
\item Use $\mathbf B''=\mathbf B'+P(\boldsymbol\lambda\times\mathbf m)$.
\end{enumerate}
The repair costs three further Poisson solutions. It enforces two constraints; it does not derive a better energy functional.

\section{The noncollinear response kernel}

At fixed density write $\delta\mathbf B=f\,\delta\mathbf m$ for the original functional. As a second derivative of $E_{xc}$, $f$ is symmetric under the real inner product. The projected response is $Pf$, whose transpose is $fP$. It is symmetric if and only if $P$ and $f$ commute. They do for constant $b$, but generally not when $f$ varies in space or distinguishes directions along and across $\mathbf m$. A nonsymmetric response excludes a twice-differentiable energy whose magnetic derivative is $\mathbf B'$.

The repaired response contains additional terms,
\begin{equation}
\delta\mathbf B''=P\left(f\delta\mathbf m+\delta\boldsymbol\lambda\times\mathbf m+\boldsymbol\lambda\times\delta\mathbf m\right).
\end{equation}
Linear response consistent with real-time propagation must retain them, together with the terms in $\delta n$ that are left out at fixed density. The formula assumes a nonsingular $G$. About a collinear reference state the repaired field is generally discontinuous, and this linear response then does not exist. Satisfying the zero-torque theorem does not by itself restore an energy functional.

\section{Worked example}

The model cell has $L=4$ bohr and $1.2$ electrons. With $X=2\pi x/L$, and similarly for $Y,Z$,
\begin{align}
n&=\frac{1.2}{L^3}(1+0.20\cos X+0.15\cos Y+0.15\sin Z),\\
\frac{\mathbf m}{n}&=
\begin{pmatrix}0.25\cos X+0.15\sin Y\\0.20\cos X+0.20\sin Z\\0.30+0.20\sin Z\end{pmatrix}.
\end{align}
The field is local exchange; correlation is omitted. The main grid has 27 points per axis. Averaging squared cosines and sines gives, for instance, $M_x=1.2(0.20)(0.25)/2=0.030$. The full moment is $(0.030,0.042,0.378)$.

\subsection{Projection and repair}

The root-mean-square field falls from $0.0410$ to $0.0349$ hartree. Orthogonality gives the removed share of the squared field,
\begin{equation}
1-(0.034857/0.041043)^2\simeq0.279 .
\end{equation}
Expressed through the Bohr magneton, the original field is about $1.9\times10^4$ tesla; this is an effective exchange coupling, not a laboratory field. Fourier projection reduces the divergence to rounding level. The mismatched seven-point solution leaves $1.4\%$ of the central-difference divergence, relative to its initial norm.

The net torque is
\begin{equation}
\mathbf T=(2.47,\,0.82,\,-2.75)\times10^{-3}\ \text{hartree},\qquad |\mathbf T|=3.79\times10^{-3}\ \text{hartree}.
\end{equation}
Direct integration and \eqref{torque} agree. The negative $T_z$ has the sign given by \eqref{wave} for the $\cos X$ wave, since $b<0$. The integral of $|\boldsymbol\tau|$ is $7.59\times10^{-3}$ hartree, so the ratio $|\mathbf T|/\int|\boldsymbol\tau|$ is $3.79/7.59=0.50$: cancellation between regions is far from complete.

The best uniform shift leaves $(-0.19,-0.27,-2.42)\times10^{-3}$ hartree, parallel to $\mathbf M$ as \eqref{shift} requires. The full repair reduces the torque to rounding level. Its norm is $30\%$ of that of $\mathbf B'$, so this is not a small adjustment. The repaired root-mean-square field is nevertheless lower, $0.0332$ hartree. Both constraints are linear and homogeneous, so $\mathbf B''$ is an orthogonal projection of $\mathbf B'$, and
\begin{equation}
\frac{\|\delta\mathbf B\|}{\|\mathbf B'\|}=\sqrt{1-(0.03324/0.03486)^2}\simeq0.30 .
\end{equation}
The eigenvalues of $G$ lie between $0.91\times10^{-3}$ and $4.43\times10^{-3}$ bohr$^{-3}$, a condition number of about $4.9$. The linear system is well conditioned here. A dense constrained minimization on a grid with seven points per axis, using explicit differentiation matrices, tests both projections independently.

For one pair of smooth trial variations, the response asymmetry is $0.35\%$ after projection and $5.2\%$ after repair. Both are relative to the geometric mean of the two diagonal responses of the original kernel. The original asymmetry is at finite-difference error. For this pair the repair increases the asymmetry; no general ordering follows.

\subsection{Symmetry, stationarity and dynamics}

A second texture with three perpendicular twofold axes has an integrated local torque size of $4.55\times10^{-3}$ hartree, but its net torque is zero to rounding. Rotating its spins by $30^\circ$ about $z$ leaves the exchange energy unchanged and produces $T_z=-2.25\times10^{-3}$ hartree. The other components remain zero because the joint twofold axis along $z$ survives.

On a coarse grid with seven points per axis, the lowest eigenstate in a fixed projected field has an integrated local torque size of about $1.8\times10^{-2}$ hartree and a net torque at rounding level. This confirms the statement about stationary states in a case with substantial local torque.

For the dynamics, the local matrix $(n+\boldsymbol\sigma\cdot\mathbf m)/2$ is positive. The two columns of its square root are spinors that reproduce $n$ and $\mathbf m$. The occupations of the corresponding natural orbitals are $0.409$ and $0.791$, within the allowed range. The scalar potential is frozen at $\nabla^2\sqrt n/(2\sqrt n)$, evaluated with the initial density. Each time step places a local spin rotation between two kinetic half-steps, and the magnetic field is recomputed at the midpoint of the rotation.

Over $5$ atomic units of time ($0.121$ fs), the moment with the original field is constant to rounding. With the projected field it drifts by
\begin{equation}
\Delta\mathbf M=(-9.96,\,0.34,\,11.57)\times10^{-3},\qquad |\Delta\mathbf M|=0.0153,
\end{equation}
about $4\%$ of the initial $|\mathbf M|$. The accumulated $-2\mathbf T$ agrees with this drift within the tested tolerance of $10^{-6}$, confirming the sign and factor in \eqref{drift}. The initial rate, $-2T_x=-4.94\times10^{-3}$, would give $-24.7\times10^{-3}$ for the $x$ component if it persisted. The smaller observed change shows that the torque varies as the texture evolves.

With the repaired field the drift is $9\times10^{-10}$. The kinetic steps conserve $\mathbf M$, and the repair cancels the net torque at each midpoint, so what remains is the error of the midpoint rule for a finite time step. Doubling the step changes the projected drift by $7\times10^{-7}$. On the 15-point grid used for propagation, the initial torque agrees with the 27-point value to all printed digits. The propagation itself was not repeated on a finer spatial grid. The original and repaired fields, propagated on the same grid with the same step, show no comparable drift, which ties the drift of $0.0153$ to the net torque of the projected field. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
cell side: 4.0 bohr; electrons: 1.200
main grid: 27 points per axis
largest local polarization |m|/n: 0.7544
total moment M: +3.00000e-02 +4.20000e-02 +3.78000e-01 (spin-density units)
spinor occupations: 0.4092 0.7908
manufactured-field maximum error: 5.3e-14
rms bare field: 0.041043 hartree
rms projected field: 0.034857 hartree
rms repaired field: 0.033240 hartree
rms bare field converted: 1.9294e+04 tesla
longitudinal share of squared field: 0.27871
rms divergence before: 3.41882e-02 hartree/bohr
rms divergence after: 1.3e-15 hartree/bohr
relative divergence left, seven-point: 0.01426
relative divergence left, matched: 4.3e-15
largest local torque: 4.38279e-04 hartree/bohr^3
integral of local torque size: 7.59048e-03 hartree
net torque T: +2.46764e-03 +8.23528e-04 -2.75343e-03 hartree
T from phi and curl m: +2.46764e-03 +8.23528e-04 -2.75343e-03 hartree
T on 15-point grid: +2.46764e-03 +8.23528e-04 -2.75343e-03 hartree
size of T: 3.78798e-03 hartree
size of T / integrated local size: 0.49904
initial dM/dt: -4.93528e-03 -1.64706e-03 +5.50686e-03 per atomic time unit
best uniform shift: -2.93331e-03 +6.97619e-03 -5.42330e-04 hartree
T left by uniform shift: -1.92138e-04 -2.68994e-04 -2.42094e-03 hartree
size of T after full repair: 4.2e-19 hartree
repair / projected field norm: 0.30105
repair-matrix eigenvalues: +9.12679e-04 +3.30423e-03 +4.43028e-03 bohr^-3
relative response asymmetry, bare: 7.88e-10
relative response asymmetry, projected: 3.53e-03
relative response asymmetry, repaired: 5.17e-02
relative local spin-balance error: 2.0e-08
eigenstate net torque size: 1.1e-16 hartree
eigenstate integrated local size: 1.77236e-02 hartree
symmetric texture net torque: 6.6e-20 hartree
symmetric integrated local size: 4.55398e-03 hartree
rigid spin rotation about z: 30.0 degrees
T after spin rotation: +6.76862e-20 +2.25621e-19 -2.24681e-03 hartree
exchange-energy change on rotation: 0.0e+00 hartree
propagation: 5.0 atomic time units, step 0.02
propagation time converted: 0.12094 fs
propagation grid: 15 points per axis
size of M drift, bare: 4.66447e-15
size of M drift, projected: 1.52696e-02
size of M drift, repaired: 8.65484e-10
projected M drift: -9.95699e-03 +3.43030e-04 +1.15716e-02
projected integrated -2T: -9.95699e-03 +3.43031e-04 +1.15715e-02
drift change on doubling time step: 6.8e-07
\end{verbatim}
